**Auger emission from an aligned ion: explicit sums against the tensor formula**

The program tests W(θ) = (W₀/4π) Σ α_k A_k0 P_k(cos θ), with k even and k ≤ 2J, for an ion level J decaying to a resolved level J_f. Here A_k0 describes the populations of the magnetic states, and α_k is built from the partial-wave amplitudes. For nine combinations of J, J_f and parity with random amplitudes and populations, it asserts that the explicit angular distribution agrees with the formula; the largest error in a Legendre coefficient, relative to the isotropic part, is 1.7e-14. It asserts isotropy for J = 1/2, the phase and size of the outgoing wave from a numerically solved driven radial equation, and the alignment formula for a p3/2 hole made by linearly polarized light. For the Mg 2p3/2 hole the output gives α₂ = −1 and, at the chosen ratio 4 of squared radial integrals, an intensity ratio of 1.33 between 0° and 90°. The 2p1/2 line is flat. Further cases show anisotropy when parities mix, spin is detected, an open shell gives J = 1, or fine-structure levels decay coherently.

## Numerical check

```python
"""
Auger electrons from an ion level J with populations p_M about the z axis,
leaving an ion level Jf; M_f and the electron spin are not observed.
Result under test:
    W(theta) = W0/(4 pi) * sum_k alpha_k A_k0 P_k(cos theta), k even, k <= 2J,
so W is 1 + alpha_2 A_20 P_2 for J = 3/2 and isotropic for J = 1/2.
A_k0    : alignment/orientation parameters of the populations p_M
alpha_k : decay parameters built from partial-wave amplitudes a_lj
a_lj    : (-i)^l exp(i delta_lj) V_lj, V_lj = real decay matrix element
waves   : dictionary {(l, j): a_lj};  pops : dictionary {M: p_M}
The explicit side sums Clebsch-Gordan coefficients and spherical harmonics
on an angular grid; the formula side uses 3j and 6j symbols.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy.integrate import solve_ivp
from scipy.special import eval_legendre, lpmv, spherical_jn, spherical_yn
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, wigner_3j, wigner_6j

X, WEIGHT = np.polynomial.legendre.leggauss(20)   # X = cos(theta)
rng = np.random.default_rng(7)


def half(value):
    return Rational(int(round(2 * value)), 2)


@lru_cache(maxsize=None)
def cg(j1, m1, j2, m2, j3, m3):
    if abs(m1) > j1 or abs(m2) > j2 or abs(m3) > j3:
        return 0.0
    return float(clebsch_gordan(*[half(v) for v in (j1, j2, j3, m1, m2, m3)]))


@lru_cache(maxsize=None)
def six_j(*args):
    return float(wigner_6j(*[half(v) for v in args]))


@lru_cache(maxsize=None)
def three_j_zero(l1, k, l2):
    return float(wigner_3j(l1, k, l2, 0, 0, 0))


def ylm(l, mu, x):
    """Spherical harmonic at azimuth zero."""
    mu = int(round(mu))
    if abs(mu) > l:
        return np.zeros_like(x)
    n = abs(mu)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - n) / factorial(l + n))
    return (norm * lpmv(n, l, x)) * ((-1) ** n if mu < 0 else 1)


def projections(J):
    return [float(-J + i) for i in range(int(round(2 * J)) + 1)]


def angular_state(J, M, Jf, waves, x):
    """Components on (M_f, m_s, angle) of the outgoing state."""
    out = np.zeros((len(projections(Jf)), 2, len(x)), complex)
    for i, Mf in enumerate(projections(Jf)):
        m = M - Mf
        for s, ms in enumerate((-0.5, 0.5)):
            for (l, j), a in waves.items():
                c = cg(Jf, Mf, j, m, J, M) * cg(l, m - ms, 0.5, ms, j, m)
                if c != 0.0:
                    out[i, s] += a * c * ylm(l, m - ms, x)
    return out


def intensity(J, pops, Jf, waves, x):
    return sum(p * (abs(angular_state(J, M, Jf, waves, x)) ** 2).sum((0, 1))
               for M, p in pops.items())


def legendre_ratio(k, W):
    """Coefficient of P_k in W divided by the isotropic coefficient."""
    return ((2 * k + 1) * np.sum(WEIGHT * W * eval_legendre(k, X))
            / np.sum(WEIGHT * W))


def alignment(k, J, pops):
    if k > 2 * J:
        return 0.0
    total = sum((-1) ** int(round(J - M)) * cg(J, M, J, -M, k, 0) * p
                for M, p in pops.items())
    return sqrt(2 * J + 1) * total / sum(pops.values())


def alpha(k, J, Jf, waves):
    total = 0.0
    for (l, j), a in waves.items():
        for (l2, j2), b in waves.items():
            weight = sqrt((2*j + 1) * (2*j2 + 1) * (2*l + 1) * (2*l2 + 1))
            total += (np.conj(a) * b * weight * three_j_zero(l, k, l2)
                      * six_j(j, J, Jf, J, j2, k)
                      * six_j(l, j, 0.5, j2, l2, k))
    sign = (-1) ** int(round(J + Jf - 0.5))
    norm = sum(abs(a) ** 2 for a in waves.values())
    assert abs(np.imag(total)) < 1e-12 * norm
    return sign * sqrt((2*k + 1) * (2*J + 1)) * np.real(total) / norm


def random_waves(J, Jf, parity):
    """All allowed waves with l of the given parity, random amplitudes."""
    waves, j = {}, abs(J - Jf)
    while j <= J + Jf:
        l = int(round(j - 0.5))
        if l % 2 != parity:
            l += 1
        waves[(l, j)] = complex(*rng.normal(size=2))
        j += 1
    return waves


# Test: explicit angular distribution against the tensor formula
largest_error = 0.0
cases = [(0.5, 0, 1), (0.5, 1, 1), (0.5, 2, 0), (1.5, 0, 1), (1.5, 1, 1),
         (1.5, 2, 1), (1.5, 2, 0), (2.5, 2, 0), (1, 0.5, 1)]
for J, Jf, parity in cases:
    waves = random_waves(J, Jf, parity)
    pops = {M: rng.uniform(0.1, 1) for M in projections(J)}
    W = intensity(J, pops, Jf, waves, X)
    for k in range(1, 11):
        expected = 0.0
        if k % 2 == 0 and k <= 2 * J:
            expected = alpha(k, J, Jf, waves) * alignment(k, J, pops)
        largest_error = max(largest_error, abs(legendre_ratio(k, W) - expected))
    if J == 0.5:
        assert np.ptp(W) < 1e-12 * W.mean()
    mean_rate = sum(pops.values()) * sum(abs(a)**2 for a in waves.values())
    assert abs(2 * pi * np.sum(WEIGHT * W) / mean_rate - 1) < 1e-11
assert largest_error < 1e-10

# Test: a J = 5/2 level with one populated |M| does carry a P_4 term
wave_d = {(2, 2.5): 1.0}
W52 = intensity(2.5, {0.5: 0.5, -0.5: 0.5}, 0, wave_d, X)
p4_term = legendre_ratio(4, W52)
assert abs(p4_term) > 0.1

# Test: phase and size of the outgoing wave made by a localized source.
# u'' + (k^2 - l(l+1)/r^2 - U) u = g, lengths in model units, hbar^2/2m = 1
WAVE_NUMBER, R_MATCH = 1.2, 12.0
source_error = 0.0
for l in (1, 3):
    def rhs(r, y, l=l):
        q = l * (l + 1) / r**2 - 3 * np.exp(-r * r) - WAVE_NUMBER**2
        g = r**(l + 1) * np.exp(-r * r)
        return [y[1], q * y[0], y[3], q * y[2] + g, y[0] * g]
    r0 = 0.01
    sol = solve_ivp(rhs, (r0, R_MATCH), [r0**(l+1), (l+1) * r0**l, 0, 0, 0],
                    method="DOP853", rtol=1e-10, atol=1e-16)
    F, dF, u, du, overlap = sol.y[:, -1]
    z = WAVE_NUMBER * R_MATCH
    S, C = z * spherical_jn(l, z), -z * spherical_yn(l, z)
    dS = WAVE_NUMBER * (spherical_jn(l, z) + z * spherical_jn(l, z, True))
    dC = -WAVE_NUMBER * (spherical_yn(l, z) + z * spherical_yn(l, z, True))
    a, b = np.linalg.solve([[S, C], [dS, dC]], [F, dF])
    size = np.hypot(a, b)
    predicted = -(a + 1j * b) / size * (overlap / size) / WAVE_NUMBER
    matrix = np.array([[F, -(C + 1j * S)], [dF, -(dC + 1j * dS)]])
    outgoing = np.linalg.solve(matrix, np.array([-u, -du], complex))[1]
    source_error = max(source_error, abs(outgoing / predicted - 1))
    far = 1e4
    hankel = far * (-spherical_yn(l, far) + 1j * spherical_jn(l, far))
    # the remaining difference is l(l+1)/(2 far)
    assert abs(hankel * np.exp(-1j * far) - (-1j) ** l) < 1e-3
assert source_error < 1e-6


def hole_populations(l, j, strengths):
    """Populations after dipole ionization by light polarized along z.
    strengths: {photoelectron l: squared radial dipole integral}"""
    pops = {}
    for m in projections(j):
        pops[-m] = 0.0
        for ms in (-0.5, 0.5):
            mu = m - ms
            for l2, strength in strengths.items():
                angle = 2*pi*np.sum(WEIGHT * ylm(l2, mu, X) * X * ylm(l, mu, X))
                pops[-m] += strength * (cg(l, mu, 0.5, ms, j, m) * angle) ** 2
    total = sum(pops.values())
    return {M: p / total for M, p in pops.items()}


# Test: p3/2 alignment formula, and no rank-4 alignment of a d5/2 hole
for x in (0.0, 0.3, 1.0, 4.0, 50.0):
    found = alignment(2, 1.5, hole_populations(1, 1.5, {0: 1.0, 2: x}))
    assert abs(found + (1 + x / 5) / (1 + 2 * x)) < 1e-11
d_hole = hole_populations(2, 2.5, {1: 1.0, 3: 2.5})
d_A20, d_A40 = alignment(2, 2.5, d_hole), alignment(4, 2.5, d_hole)
assert abs(d_A40) < 1e-11 and abs(d_A20) > 0.05

# Tests: what breaks the isotropy when an assumption is dropped
up = {0.5: 1.0}
mixed = intensity(0.5, up, 0, {(0, 0.5): 1.0, (1, 0.5): 1.0}, X)
mixed_p1 = legendre_ratio(1, mixed)
assert abs(mixed_p1) > 0.1
spin_up = abs(angular_state(0.5, 0.5, 0, {(1, 0.5): 1.0}, X)[0, 1]) ** 2
spin_p2 = legendre_ratio(2, spin_up)
assert abs(spin_p2) > 0.1
open_p2 = legendre_ratio(2, intensity(1, {0.0: 1.0}, 0.5, {(1, 1.5): 1.0}, X))
assert abs(open_p2) > 0.1
parts = [cg(1, 0, 0.5, 0.5, J, 0.5)
         * angular_state(J, 0.5, 0, {(1, J): 1.0}, X) for J in (0.5, 1.5)]
coherent = legendre_ratio(2, (abs(parts[0] + parts[1]) ** 2).sum((0, 1)))
separate = legendre_ratio(2, sum((abs(p) ** 2).sum((0, 1)) for p in parts))
assert abs(coherent - separate) > 0.1

# Worked example: Mg 2p hole, final ion 2p6 with Jf = 0, emitted p wave
ratio_ds = 4.0
mg_pops = hole_populations(1, 1.5, {0: 1.0, 2: ratio_ds})
mg_wave = {(1, 1.5): 1.0}
mg_alpha, mg_A20 = alpha(2, 1.5, 0, mg_wave), alignment(2, 1.5, mg_pops)
assert abs(mg_alpha + 1) < 1e-12
angles = np.array([0.0, np.arccos(1 / sqrt(3)), pi / 2])
mg_W = 4 * pi * intensity(1.5, mg_pops, 0, mg_wave, np.cos(angles))
formula_W = 1 + mg_alpha * mg_A20 * eval_legendre(2, np.cos(angles))
assert np.allclose(mg_W, formula_W, atol=1e-11)
half_pops = hole_populations(1, 0.5, {0: 1.0, 2: ratio_ds})
half_W = 4 * pi * intensity(0.5, half_pops, 0, {(1, 0.5): 1.0}, np.cos(angles))
assert np.allclose(half_W, 1, atol=1e-11)

print("All numbers are dimensionless unless a unit is given.")
print(f"Largest error, explicit W against formula: {largest_error:.1e}")
print(f"Largest relative error, outgoing-wave amplitude: {source_error:.1e}")
print("Mg 2p3/2 hole to 2p6 (Jf=0), light polarized along z")
print(f"  chosen ratio x of squared radial integrals d/s: {ratio_ds:.1f}")
print(f"  population of each M=+-3/2 state: {mg_pops[1.5]:.4f}")
print(f"  population of each M=+-1/2 state: {mg_pops[0.5]:.4f}")
print(f"  alpha_2: {mg_alpha:.4f}")
print(f"  A_20: {mg_A20:.4f}")
print(f"  alpha_2*A_20: {mg_alpha * mg_A20:.4f}")
for angle, value, flat in zip(angles, mg_W, half_W):
    print(f"  theta={np.degrees(angle):.2f} deg: 4pi W/W0 = {value:.4f}"
          f" (2p3/2), {flat:.4f} (2p1/2)")
print(f"  ratio W(0)/W(90 deg), 2p3/2: {mg_W[0] / mg_W[2]:.4f}")
for name, strengths in (("s", {0: 1.0}), ("d", {2: 1.0})):
    limit = alignment(2, 1.5, hole_populations(1, 1.5, strengths))
    beta = mg_alpha * limit
    print(f"  pure {name} photoelectron: A_20 = {limit:.4f},"
          f" W(0)/W(90 deg) = {(1 + beta) / (1 - beta / 2):.4f}")
print("Model decay J=3/2 to Jf=1 with odd l")
for name, key in (("p1/2", (1, 0.5)), ("p3/2", (1, 1.5)), ("f5/2", (3, 2.5))):
    print(f"  alpha_2, only {name}: {alpha(2, 1.5, 1, {key: 1.0}):.4f}")
print("  mixture V(p3/2)=1.0, V(f5/2)=0.5:")
for shift in (0, 90, 180):
    mix = {(1, 1.5): -1j * 1.0,
           (3, 2.5): (-1j) ** 3 * 0.5 * np.exp(1j * np.radians(shift))}
    value = alpha(2, 1.5, 1, mix)
    W_mix = intensity(1.5, mg_pops, 1, mix, X)
    assert abs(legendre_ratio(2, W_mix) - value * mg_A20) < 1e-11
    print(f"  alpha_2, delta_f - delta_p = {shift} deg: {value:.4f}")
print("Limits of the theorem (coefficient relative to isotropic part)")
print(f"  J=5/2, only |M|=1/2 filled, Jf=0, d5/2 wave: P_4 {p4_term:.4f}")
print(f"  d5/2 hole by dipole light, p:f strengths 1:2.5: A_20 {d_A20:.4f}")
print(f"  same d5/2 hole: |A_40| below 1e-11: {abs(d_A40) < 1e-11}")
print(f"  J=1/2, M=+1/2, equal s and p waves: P_1 {mixed_p1:.4f}")
print(f"  J=1/2, M=+1/2, p wave, spin up detected: P_2 {spin_p2:.4f}")
print(f"  J=1, M=0, Jf=1/2, p3/2 wave: P_2 {open_p2:.4f}")
print(f"  p hole m_l=0, J=1/2 and 3/2 coherent: P_2 {coherent:.4f}")
print(f"  p hole m_l=0, J=1/2 and 3/2 added as rates: P_2 {separate:.4f}")
print("all good")
```

Printed output:

```
All numbers are dimensionless unless a unit is given.
Largest error, explicit W against formula: 1.7e-14
Largest relative error, outgoing-wave amplitude: 2.7e-11
Mg 2p3/2 hole to 2p6 (Jf=0), light polarized along z
  chosen ratio x of squared radial integrals d/s: 4.0
  population of each M=+-3/2 state: 0.2000
  population of each M=+-1/2 state: 0.3000
  alpha_2: -1.0000
  A_20: -0.2000
  alpha_2*A_20: 0.2000
  theta=0.00 deg: 4pi W/W0 = 1.2000 (2p3/2), 1.0000 (2p1/2)
  theta=54.74 deg: 4pi W/W0 = 1.0000 (2p3/2), 1.0000 (2p1/2)
  theta=90.00 deg: 4pi W/W0 = 0.9000 (2p3/2), 1.0000 (2p1/2)
  ratio W(0)/W(90 deg), 2p3/2: 1.3333
  pure s photoelectron: A_20 = -1.0000, W(0)/W(90 deg) = 4.0000
  pure d photoelectron: A_20 = -0.1000, W(0)/W(90 deg) = 1.1579
Model decay J=3/2 to Jf=1 with odd l
  alpha_2, only p1/2: 0.0000
  alpha_2, only p3/2: -0.2000
  alpha_2, only f5/2: -0.8000
  mixture V(p3/2)=1.0, V(f5/2)=0.5:
  alpha_2, delta_f - delta_p = 0 deg: 0.0000
  alpha_2, delta_f - delta_p = 90 deg: -0.3200
  alpha_2, delta_f - delta_p = 180 deg: -0.6400
Limits of the theorem (coefficient relative to isotropic part)
  J=5/2, only |M|=1/2 filled, Jf=0, d5/2 wave: P_4 0.8571
  d5/2 hole by dipole light, p:f strengths 1:2.5: A_20 -0.3263
  same d5/2 hole: |A_40| below 1e-11: True
  J=1/2, M=+1/2, equal s and p waves: P_1 -1.0000
  J=1/2, M=+1/2, p wave, spin up detected: P_2 2.0000
  J=1, M=0, Jf=1/2, p3/2 wave: P_2 1.0000
  p hole m_l=0, J=1/2 and 3/2 coherent: P_2 2.0000
  p hole m_l=0, J=1/2 and 3/2 added as rates: P_2 0.6667
all good
```
